# Why deep sp impurity levels cluster, and when the vacancy pins them

Before calculating a series of deep substitutional impurities, one must decide where accuracy is worth paying for: in the potential of each impurity atom, or in the host bands and the atoms next to the impurity. The answer depends on how the weight of the level is shared between the impurity orbital and the host: when the weight on the neighbouring atoms exceeds that on the impurity, an error common to the energies of those neighbours moves the level more than an equal error in the impurity potential. A shift of all the host atoms is a different matter: it carries the band edges along, and changes the position of the level within the gap only as much as an equal and opposite error in the impurity potential. In the model worked out below, two attractive impurities whose s energies differ by 10 eV have gap levels only 0.67 eV apart, whereas a common shift of the orbital energies on the four neighbouring atoms passes to the vacancy level at about 80% of its size.

The reason is that the deep levels of this model are mainly states of the host around the impurity. As the impurity potential becomes very strong, such a level approaches that of the ideal vacancy. Clustering and closeness to that limit are, however, different things, and in the model below, where the coupling between the impurity orbital and the vacancy state exceeds the gap, the first sets in well before the second.

## The level condition

Take a one-electron host Hamiltonian $H_0$ in an orthonormal basis with one s and three p orbitals per atom. A substitutional impurity changes the on-site energies of one atom by $V_s$ and $V_p$. Hopping, atomic positions and all other on-site energies stay as they were. The long-range Coulomb tail is omitted, so shallow hydrogenic levels lie outside the treatment.

For an energy $E$ in the gap, $E-H_0$ has an inverse. The Schrödinger equation $(E-H_0)\psi=U\psi$, where $U$ acts on the impurity site alone, therefore gives

$$\psi=(E-H_0)^{-1}U\psi .$$

At a site of tetrahedral symmetry, s transforms as A1 and the three p orbitals as T2. The host Green function cannot mix them on that site, nor can it mix different p orbitals. For one such orbital $|0\rangle$, with potential $V$ and amplitude $\psi_0$, projection gives $\psi_0=G(E)V\psi_0$, where

$$G(E)=\langle0|(E-H_0)^{-1}|0\rangle=\sum_n\frac{w_n}{E-\varepsilon_n},\qquad \sum_n w_n=1 .$$

Here $\varepsilon_n$ are host band energies and $w_n$ the weights of the band states on $|0\rangle$. A level bound by $V$ has $\psi_0\neq0$; otherwise $U\psi$ would vanish and $\psi$ would be a host eigenstate inside the gap. Hence

$$G(E)=\frac1V .$$

The A1 and T2 levels follow from separate conditions, with $V_s$ and $V_p$. In the gap,

$$G'(E)=-\sum_n\frac{w_n}{(E-\varepsilon_n)^2}<0 ,$$

so $G$ falls steadily. It has at most one zero there, called $E_v$, and each $V$ gives at most one level per symmetry, the T2 level being threefold degenerate. An attractive potential, $V<0$, needs $G<0$ and puts the level above $E_v$. A repulsive one puts it below.

## Why the zero of G is the vacancy level

Separate $|0\rangle$ from the rest of the crystal. Let $\varepsilon_0$ be its host energy, $H_r$ the Hamiltonian of the crystal with the whole atom removed, and $|b\rangle$ the vector of hopping elements from $|0\rangle$ to that remainder. The column $(E-H_0)^{-1}|0\rangle$ has a component $G$ on $|0\rangle$, none on the other orbitals of the site by symmetry, and a part $|g\rangle$ on the remainder. Its defining equations are

$$(E-\varepsilon_0)G-\langle b|g\rangle=1,\qquad (E-H_r)|g\rangle=|b\rangle G .$$

Solving the second for $|g\rangle$ and inserting it in the first gives

$$\frac1{G(E)}=E-\varepsilon_0-\Sigma(E),\qquad \Sigma(E)=\sum_m\frac{|b_m|^2}{E-e_m},$$

where $e_m$ are the levels of the crystal with the atom missing and $b_m$ their couplings to $|0\rangle$.

A zero of $G$ is a pole of $\Sigma$, and thus a level of the ideal, unrelaxed vacancy. Conversely, every vacancy level in the gap appears as such a pole for some orbital of the removed atom. A vacancy state coupled to none of them would also be an eigenstate of the perfect host, which has no state in the gap.

Near $E_v$, put $x=E-E_v$. Then $1/G\simeq1/[G'(E_v)x]$, while the pole of $\Sigma$ gives $1/G\simeq-|b_v|^2/x$. Comparison yields

$$W\equiv|b_v|^2=\frac1{|G'(E_v)|} .$$

Thus $W$ is the squared coupling between the impurity orbital and the vacancy state. For T2 it is summed over the three degenerate vacancy states.

## The hyperbola and its error

Write $\Sigma=W/x+R(E)$, where $R$ contains all the other poles. The level condition $V=1/G$ becomes

$$V=x+E_v-\varepsilon_0-\frac Wx-R(E).$$

Define $V_0=E_v-\varepsilon_0-R(E_v)$ and subtract it:

$$V-V_0=-\frac Wx+x+R(E_v)-R(E).$$

For each remaining pole,

$$\frac1{E_v-e_m}-\frac1{E-e_m}=\frac{x}{(E_v-e_m)(E-e_m)} .$$

The condition is therefore

$$V-V_0=-\frac Wx+c\,x,\qquad c=1+\sum_{m\neq v}\frac{|b_m|^2}{(E_v-e_m)(E-e_m)} .$$

The coupled poles in the sum lie outside the gap, because $G$ has just one zero inside it. Both factors in each denominator then have the same sign, and $c\geq1$. Multiplying by $x$ and dividing by $V-V_0$ gives

$$x=-\frac{W}{V-V_0}+\frac{c\,x^2}{V-V_0} .$$

For large $|V|$ the first term dominates, so

$$E=E_v-\frac{W}{V-V_0}+O(V^{-3}).$$

This is level repulsion. An attractive potential pulls the impurity orbital far below the vacancy state, and their coupling pushes the gap level up by roughly $W$ divided by the energy separation. As the separation grows, the push dies out.

The sign of the correction is also known. For $V<V_0$ and $x>0$, the equation for $x$ reads $x|V-V_0|=W-cx^2<W$. The hyperbola then overestimates the distance from $E_v$. The same holds for $V>V_0$ and $x<0$.

The shift $V_0$ can be found from the host alone. With $G=-x/W+G''(E_v)x^2/2+\dots$,

$$\frac1G=-\frac Wx\left[1-\frac{G''(E_v)Wx}{2}+\dots\right]^{-1}=-\frac Wx-\frac{G''(E_v)W^2}{2}+\dots,$$

and therefore $V_0=-G''(E_v)W^2/2$.

## Why levels cluster before they are pinned

Differentiating $G(E)=1/V$ with respect to $V$ gives $G'\,dE/dV=-1/V^2$, or

$$\frac{dE}{dV}=\frac1{V^2|G'(E)|}=\frac{G(E)^2}{|G'(E)|} .$$

The same quantity is the weight of the level on the impurity orbital. Since $\psi=(E-H_0)^{-1}|0\rangle V\psi_0$, normalization requires

$$1=V^2|\psi_0|^2\langle0|(E-H_0)^{-2}|0\rangle=V^2|\psi_0|^2|G'(E)| ,$$

so $dE/dV=|\psi_0|^2$. A level with 7% of its weight on the impurity orbital moves by 0.07 eV when that orbital moves by 1 eV. Nothing in this argument requires $E$ to be close to $E_v$. How small the slope is follows from $V=E-\varepsilon_0-\Sigma(E)$: differentiating gives $dV/dE=1+W/x^2+\sum_{m\neq v}|b_m|^2/(E-e_m)^2\geq1+W/x^2$, so $dE/dV\leq x^2/(x^2+W)$. The slope is therefore small whenever $|x|$ is small compared with $\sqrt W$, and if $\sqrt W$ is large this includes levels far from $E_v$ on the scale of the gap. If $\sqrt W$ is small compared with the gap, the bound guarantees a small slope only close to $E_v$.

For a strongly attractive impurity, most of the orbital's weight is in another state, below the host bands. Far from the bands $G\simeq1/(E-\varepsilon_0)$, and the level condition gives $E\simeq\varepsilon_0+V$. This leading estimate omits the repulsion from the host states: in the example below, at $V_s=-15$ eV, the state lies at $-20.06$ eV rather than $-18$ eV and has weight 0.90 on the orbital, so it follows the atomic energy at 0.90 eV per eV. The slope approaches one only as $|V|$ grows, and a weaker potential such as $V_p=-8.8$ eV produces no state below the bands. The gap level is its host-like partner.

## How large the effect is

The example is a diamond-structure crystal with nearest-neighbour hopping and round parameters that represent no particular material. The on-site energies are $\varepsilon_s=-3$ eV and $\varepsilon_p=3$ eV. The hopping parameters are $ss\sigma=-2$, $sp\sigma=2.5$, $pp\sigma=4.25$ and $pp\pi=-1$ eV, with the $sp\sigma$ direction taken from the s atom to the p atom. The valence-band top is at zero and the conduction-band bottom at 4.55 eV.

| Symmetry | $E_v$ (eV) | $W$ (eV²) | $V_0$ (eV) |
|---|---:|---:|---:|
| A1 | 1.689 | 31.08 | 3.88 |
| T2 | 1.741 | 25.06 | −1.59 |

The couplings $\sqrt W$ are 5.57 and 5.01 eV, larger than the gap. This is why the approach to the vacancy level is slow. For an A1 level with $V_s=-15$ eV, the hyperbola gives

$$E\simeq1.689-\frac{31.08}{-15-3.88}=1.689+1.646=3.335\ \text{eV}.$$

The level condition gives 3.179 eV. The estimate is too high by 0.156 eV, about 10% of the true distance from $E_v$, and on the side required by the bound. Other A1 levels are:

| $V_s$ (eV) | Level (eV) | Hyperbola (eV) | Site weight |
|---:|---:|---:|---:|
| −10 | 3.582 | 3.928 | 0.099 |
| −20 | 2.908 | 2.991 | 0.045 |
| −50 | 2.258 | 2.266 | 0.010 |

Between $V_s=-10$ and $-20$ eV the level moves by $3.582-2.908=0.67$ eV, a mean slope of 0.067. Yet at $-20$ eV it is still 1.22 eV above the vacancy level. These impurities cluster without sitting at $E_v$. The value $-50$ eV displays the limit and is not meant as a realistic impurity.

The T2 levels behave alike: 2.980 eV at $V_p=-20$ eV and 2.251 eV at $-50$ eV. A repulsive $V_p=60$ eV gives 1.338 eV, below the vacancy level as the sign rule demands.

On a scan from $E_v$ to 0.5 eV below the conduction-band bottom, the largest slope found is 0.14 for A1 and 0.15 for T2. The upper end of that range is reached at $V_s=-6.0$ eV and $V_p=-8.8$ eV. Every stronger attractive potential of the same symmetry leaves its level between that energy and $E_v$, a window of about 2.4 eV for A1 and 2.3 eV for T2.

The two vacancy levels differ by only 0.05 eV. Symmetry does not require them to be close, so the limit of each series should be calculated separately.

The level condition was tested by diagonalizing a 128-atom periodic crystal containing the impurity. Its levels, degeneracies and site weights agreed with a Green function built from the matching $k$ mesh. Deleting the atom reproduced both vacancy levels and both values of $W$ given by that same matching mesh; the tables above and the following ratios use a finer $24\times24\times24$ mesh. When $V$ changed from $-200$ to $-400$ eV, the hyperbola's error fell by factors of 7.75 and 8.06, close to the factor of 8 expected for an inverse cube. The numerical output follows the text.

## Where the pinning picture fails

**Weak potentials.** Near an ordinary three-dimensional conduction edge $E_c$, suppose the density of states on the orbital is $A\sqrt{\eta}$, with $\eta=\varepsilon-E_c$ and $A>0$. The edge contribution to $G(E_c)$ is $-\int A\eta^{-1/2}d\eta$, which is finite at its lower limit. If $G(E_c)<0$, an attractive potential must therefore exceed the finite strength $1/|G(E_c)|$ to bind a level below the edge. At a small depth $\delta=E_c-E$,

$$|G'(E)|\simeq A\int_0^\infty\frac{\sqrt\eta\,d\eta}{(\eta+\delta)^2}=\frac{\pi A}{2\sqrt\delta} .$$

The slope $G^2/|G'|$ then vanishes as $\sqrt\delta$. Here the level is insensitive because its wavefunction spreads through the host, not because the vacancy pins it.

A finite supercell or $k$ mesh hides this threshold. If a discrete edge state has weight on the orbital, its term $w/(E-\varepsilon)$ drives $G$ to $-\infty$ just below the edge, and even a weak attraction seems to produce a gap level. A level close to a band edge should be accepted only after it has converged with cell size.

**No vacancy level in the gap.** If $G$ is negative throughout the gap, there is no zero to approach. As an attractive potential is strengthened, the level descends until $1/V=G$ at the valence-band top and then leaves the gap. The slope formula still holds while the level is in the gap, and $G^2/|G'|$ then shows whether the levels cluster.

**Changes beyond the impurity site.** The limit $E_v$ is fixed only while the surroundings are fixed. If all orbitals on the four neighbours shift by a small energy $u$, first-order perturbation theory gives

$$\delta E_v\simeq u\,P_{\rm nn},$$

where $P_{\rm nn}$ is the weight of the vacancy state on those neighbours. In the 128-atom crystal $P_{\rm nn}=0.795$ for A1. With $u=0.20$ eV the estimate is $0.20\times0.795=0.159$ eV, and diagonalization also gives 0.159 eV. This cell is not fully converged: its A1 vacancy level lies at 1.641 eV rather than 1.689 eV, and on a converged mesh $P_{\rm nn}=0.791$ and the shift is 0.158 eV. By comparison, the same shift of the impurity s orbital at $V_s=-15$ eV, where the site weight is 0.065, moves its gap level by about 0.013 eV. The neighbour weight of that impurity level, which lies 1.49 eV above $E_v$, is smaller than the vacancy value: 0.716 on a converged mesh, falling to 0.66 at $V_s=-10$ eV. The neighbour shift $u=0.20$ eV moves the level at $V_s=-15$ eV by 0.142 eV, about eleven times the effect of the same shift on the impurity orbital. Relaxation that changes bond lengths also alters the hopping, and with it $E_v$ and $W$.

## What to do in a calculation

Compute the unrelaxed vacancy first, with the same host Hamiltonian, and sort its levels by symmetry. If a level lies in the gap, obtain $W$ from its coupling to the missing orbital and $V_0$ from $G''$. The hyperbola then gives a quick estimate for strong impurities, with an error of known sign. For moderate $V$, solve $G(E)=1/V$ itself.

Next, compare the site weight with the weight on the neighbours. To first order, they convert errors in the on-site energies of those atoms into errors in the level. When the site weight is the smaller of the two, a common error in the neighbour energies moves the level more than an equal error in the energy of the impurity orbital. The effects of errors in the hopping and in the relaxed geometry must be calculated separately.

The small slope also limits what can be inferred from a level. At $V_s=-15$ eV, an uncertainty of 0.1 eV in the level corresponds to $0.1/0.065\simeq1.5$ eV in $V_s$. Agreement with one observed deep level is therefore weak evidence for a particular impurity potential.

Finally, these are one-electron levels at fixed geometry. A charge-transition energy is a difference of total energies between charge states and includes electron interaction and relaxation. Those contributions can differ between impurities even when their one-electron levels cluster, and must be calculated separately.

## Computed values

```
On-site energies s, p: -3.00, 3.00 eV
Hopping ss, sp, pp sigma, pp pi: -2.00, 2.50, 4.25, -1.00 eV
k mesh: 24 x 24 x 24; test crystal: 128 atoms
Valence top 0.000 eV, conduction bottom 4.547 eV
A1 (s): vacancy level 1.689 eV, W = 31.08 eV^2, sqrt(W) = 5.57 eV, V0 = 3.88 eV
  V =  -10.0 eV: level 3.582 eV, hyperbola 3.928 eV, site weight 0.0988
  V =  -12.0 eV: level 3.400 eV, hyperbola 3.646 eV, site weight 0.0832
  V =  -15.0 eV: level 3.179 eV, hyperbola 3.335 eV, site weight 0.0651
  V =  -20.0 eV: level 2.908 eV, hyperbola 2.991 eV, site weight 0.0449
  V =  -30.0 eV: level 2.576 eV, hyperbola 2.607 eV, site weight 0.0245
  V =  -50.0 eV: level 2.258 eV, hyperbola 2.266 eV, site weight 0.0103
  hyperbola error, V = -200 over V = -400 eV: 7.75
  V from -10 to -20 eV: level moves 0.673 eV, mean slope 0.0673
  V for a level 0.5 eV below conduction bottom: -6.04 eV
  largest slope from vacancy level to that energy: 0.1370
T2 (p): vacancy level 1.741 eV, W = 25.06 eV^2, sqrt(W) = 5.01 eV, V0 = -1.59 eV
  V =  -20.0 eV: level 2.980 eV, hyperbola 3.102 eV, site weight 0.0561
  V =  -30.0 eV: level 2.586 eV, hyperbola 2.623 eV, site weight 0.0274
  V =  -50.0 eV: level 2.251 eV, hyperbola 2.258 eV, site weight 0.0102
  V =   60.0 eV: level 1.338 eV, hyperbola 1.334 eV, site weight 0.0064
  hyperbola error, V = -200 over V = -400 eV: 8.06
  V from -20 to -50 eV: level moves 0.729 eV, mean slope 0.0243
  V for a level 0.5 eV below conduction bottom: -8.83 eV
  largest slope from vacancy level to that energy: 0.1475
A1 vacancy state in test crystal: weight on four neighbours 0.795
Neighbour energies raised by 0.20 eV: A1 vacancy level moves 0.1586 eV
First-order estimate of that move: 0.1589 eV
```
